Ambipolar chemical diffusion of charged vacancies and growth of an ideal oxide

**1. Singly charged vacancies and very fast holes**

Take an oxide MO in which some cation sites are vacant. Each vacancy carries the effective charge −e, and one hole of charge +e compensates it. Let c be the number of vacancies per volume and p the number of holes per volume, so that p = c. Everything varies along x alone, and a prime means d/dx.

The holes are assumed so mobile that a finite hole flux needs almost no driving force. Their diffusion and drift must then nearly cancel. With E the electric field and

f = eE/(k_B T),

this balance reads

p′ − p f = 0, so f = p′/p = c′/c.

The field points towards higher concentration. It holds the holes back, and it pushes the negative vacancies the other way, down their own gradient. If D_v is the vacancy diffusivity, the vacancy flux is

J_v = −D_v c′ − D_v c f = −D_v c′ − D_v c′ = −2D_v c′.

Half of the flux is ordinary diffusion and half is drift. The vacancies hop no more often than before; the field biases their hops. For vacancies of charge −ze the drift part becomes z times the diffusion part, which gives the factor 1 + z. The general case shows what "fast" has to mean.

**2. General hole mobility**

The vacancies now have charge −ze, with z a positive integer, and the holes have diffusivity D_h. The assumptions are:

- The defects are dilute, ideal and nondegenerate, so mobility and diffusivity obey the Einstein relation. D_v and D_h are constants.
- The vacancies have one charge state. Free electrons and dopants are negligible.
- The oxide is locally neutral, p = zc, and carries no net current.
- Fluxes are measured relative to the oxide lattice.

A species of charge se and concentration n has the flux −D(n′ − s n f). With s = −z for vacancies and s = +1 for holes,

J_v = −D_v(c′ + zcf),
J_h = −D_h(p′ − pf).

The charge current is e(J_h − zJ_v). Setting it to zero gives J_h = zJ_v. Insert p = zc and p′ = zc′:

−D_h(zc′ − zcf) = −zD_v(c′ + zcf).

Division by −z gives

D_h(c′ − cf) = D_v(c′ + zcf).

Collect the gradient terms on the left and the field terms on the right:

(D_h − D_v)c′ = (D_h + zD_v)cf.

Hence

f = g c′/c, with g = (D_h − D_v)/(D_h + zD_v).

Substitution into the vacancy flux gives J_v = −D_v(1 + zg)c′. The bracket is

1 + zg = (D_h + zD_v + zD_h − zD_v)/(D_h + zD_v)
= (1 + z)D_h/(D_h + zD_v).

The chemical diffusivity, defined by J_v = −D_chem c′, is therefore

D_chem = (1 + z)D_v D_h/(D_h + zD_v).

It does not depend on c. Conservation of vacancies, ∂c/∂t = −J_v′, then gives the linear equation

∂c/∂t = D_chem ∂²c/∂x²,

even when the composition differences are large.

Three cases show the role of the holes. If D_h ≫ zD_v, then D_chem approaches (1 + z)D_v. If D_h = D_v, then g = 0: no field is needed and D_chem = D_v. If D_h ≪ zD_v, then D_chem approaches (1 + z)D_h/z, and the holes set the rate. Since

D_chem/D_v − 1 = z(D_h − D_v)/(D_h + zD_v),

coupling raises the diffusivity above D_v when D_h > D_v and lowers it when D_h < D_v.

The same result holds for anion vacancies of charge +ze compensated by electrons. Reversing both charges and the sign of f leaves the two flux equations unchanged in form.

**3. Relaxation of a composition wave**

Consider a closed slab of thickness ℓ with the initial concentration c̄ + A cos(πx/ℓ). The slope vanishes at both faces, as it must when no vacancies pass. The diffusion equation gives

c(x,t) = c̄ + A cos(πx/ℓ) exp(−π²D_chem t/ℓ²).

For z = 2 and very fast holes, the wave decays three times as fast as it would with D_v alone.

This was tested by integrating the two flux equations together with Poisson's equation, without imposing neutrality or zero current. The initial amplitude was 80 % of the mean concentration. For z = 2 and D_h/D_v = 1000 the simulated rate corresponds to D_chem/D_v = 2.9929, against 2.9940 from the formula. With slow holes, D_h/D_v = 0.5, the values are 0.5998 and 0.6000, so the reduction below D_v is also confirmed. The tests also compared the final profiles and the potential differences with the formulas.

The simulated rates lie slightly low, by less than 0.05 % of the predicted values. Much of this comes from the grid. On cells of width h = ℓ/50, the discrete second derivative of the cosine is too small by the fraction π²h²/(12ℓ²), which is 0.033 %.

**4. Dopants and electrons change the factor**

Let the oxide contain a uniform concentration N of immobile acceptors, each of charge −e. Neutrality becomes

p = zc + N, while p′ = zc′ still holds.

The zero-current condition is now

−D_h(zc′ − pf) = −zD_v(c′ + zcf).

Moving the field terms to one side gives

f(D_h p + z²D_v c) = z(D_h − D_v)c′.

The vacancy flux is then

J_v = −D_v c′[1 + z²c(D_h − D_v)/(D_h p + z²D_v c)].

Over the common denominator, the terms ±z²D_v c cancel, and

D_chem = D_v D_h(p + z²c)/(D_h p + z²D_v c).

For fast holes this becomes D_v(1 + z²c/p). Without dopants p = zc, and the factor 1 + z returns. With N ≫ z²c the factor tends to 1: the many background holes screen the vacancies with only a weak field. For z = 2 and N = 10c, p = 12c and the fast-hole factor is 1 + 4/12 = 1.33. The relaxation test with a small wave gave 1.3325, against 1.3329 for the finite hole mobility used. In a doped oxide with D_h different from D_v, D_chem depends on c, so the diffusion equation is no longer linear for large waves.

Free electrons of concentration n have a similar effect. Suppose that both electronic carriers are fast. Their diffusion and drift then balance separately:

p′ = pf and n′ = −nf.

Neutrality without dopants is p − n = zc. Differentiating it gives

zc′ = p′ − n′ = (p + n)f,

so f = zc′/(p + n), and the factor becomes 1 + z²c/(p + n). It equals 1 + z when n is negligible and approaches 1 when thermally created electrons and holes greatly outnumber the vacancies. Donors act the other way. With immobile singly charged donors of concentration N_D and negligible electrons, p = zc − N_D, and the fast-hole factor 1 + z²c/p exceeds 1 + z; for z = 2 and N_D = c it is 5. The simple factor thus requires p = zc: vacancies and holes must be the only charged defects present in significant numbers.

**5. The same factor from the oxygen activity**

Wagner's description uses the oxygen activity instead of the vacancy gradient. Oxygen adds a unit of MO to the lattice with its cation site empty:

½O₂ = O_O + V^(z−) + z h.

Here O_O is an oxygen ion on its normal site, V^(z−) the vacancy and h a hole. Let P be the oxygen pressure and a the square root of P relative to a fixed reference pressure. Ideal mass action gives

c p^z = K a,

where K depends on temperature. With p = zc,

z^z c^(1+z) = K a.

Taking logarithms and differentiating at fixed temperature,

d ln a/d ln c = 1 + z, and c ∝ P^(1/[2(1+z)]).

One vacancy comes with z holes, so a change in ln c enters the activity 1 + z times. This is the thermodynamic form of the coupling.

To find the flux, let η_v and η_h be the electrochemical potentials of the two defects. Their fluxes are

J_v = −(D_v c/k_B T)η_v′ and J_h = −(D_h p/k_B T)η_h′.

In the sum η_v + zη_h the electric potential cancels, and local equilibrium gives

η_v′ + zη_h′ = k_B T(ln a)′.

Zero current requires D_h p η_h′ = zD_v c η_v′, so η_h′ = (zD_v c/D_h p)η_v′. Inserting this gives

η_v′[1 + z²D_v c/(D_h p)] = k_B T(ln a)′.

Therefore

J_v = −t_h D_v c(ln a)′, with t_h = D_h p/(D_h p + z²D_v c).

The number t_h is the share of the electrical conductivity carried by holes. For p = zc it is D_h/(D_h + zD_v). Since c(ln a)′ = (1 + z)c′, this flux is −D_chem c′ with the D_chem found above. The factor 1 + z must therefore not be applied again when the driving force is already written as (ln a)′.

**6. Which diffusivity enters a calculation**

Three quantities have to be kept apart. D_v describes the random motion of one vacancy. D_chem describes the relaxation of composition. The self-diffusivity D_M of the cations is much smaller than D_v, because a cation can move only when a vacancy reaches it. Let X be the fraction of cation sites that are vacant. Each vacancy hop moves one cation by the same distance, so for X ≪ 1, and neglecting correlations between successive cation hops,

D_M = X D_v.

A tracer experiment measures D_M reduced by such correlations. It contains no factor 1 + z, because a tracer can mix without any gradient in total composition. A relaxation experiment after a small change in oxygen pressure gives D_chem, if diffusion limits the rate, and that value already contains the factor.

In a calculation that solves one diffusion equation for c, D_chem should be used and no separate drift term added. In a calculation that solves for vacancies, holes and field together, D_v and D_h are the right inputs, and the enhancement appears by itself.

**7. Growth of an oxide scale**

Put the metal/oxide interface at x = 0 and the oxide/gas surface at x = L(t), with x fixed to the oxide lattice. Vacancies form at the gas surface and are filled by metal atoms at x = 0. Cations therefore move outward, and new oxide appears at the gas surface. Let Ω be the volume per MO unit, so X = Ωc. The values X_L at the gas surface and X_0 at the metal are held constant by local equilibrium. This requires fast interface reactions. The scale is taken to be dense and free of stress, with no grain-boundary transport.

For small X the profile adjusts before L changes much. It is then nearly linear, with slope ΔX/L, where ΔX = X_L − X_0. The number of vacancies flowing inward per area and time is D_chem ΔX/(ΩL). Each corresponds to one new MO unit of volume Ω, so

L′ = D_chem ΔX/L,

where the prime on L means d/dt. For zero initial thickness,

L² = 2kt, with k = D_chem(X_L − X_0).

If a parabolic constant is instead defined by L² = k_p t, then k_p = 2k.

Wagner's flux leads to the same constant. In a steady scale J_v is the same at every x, so integration across the thickness gives

k = ∫ t_h D_v X d ln a,

taken from the metal side to the gas side. With d ln a = (1 + z)dX/X this becomes (1 + z)t_h D_v ΔX. The integral was also evaluated with X obtained numerically from mass action, and it agreed with the formula for z = 1, 2 and 3 and several values of D_h/D_v.

The moving surface adds a small correction. New oxide must be supplied with its own vacancies, so vacancy formation balances both the inward flux and the filling of the new layer:

L′/Ω = D_chem c′(L) + c_L L′.

Multiplication by Ω gives L′(1 − X_L) = D_chem X′(L). Now set u = x/L and q = k/D_chem, and look for a profile X(u) of fixed shape. At fixed x, ∂X/∂t = −u(L′/L)dX/du. Using LL′ = k, the diffusion equation becomes

d²X/du² + q u dX/du = 0,

so dX/du = B exp(−qu²/2), where B is a constant. For small q the exponential is 1 − qu²/2, and integration from 0 to 1 gives

ΔX = B(1 − q/6).

The slope at the surface is

B(1 − q/2) = ΔX(1 − q/3),

where terms of order q² in the bracket are dropped. The surface balance reads q(1 − X_L) = ΔX(1 − q/3). Replacing q by ΔX inside the small correction gives

k = D_chem ΔX(1 + X_L − ΔX/3),

to first relative order in the vacancy fractions, with D_chem held constant. For X_L = 0.01 and X_0 = 0.001 the bracket is 1.007000. A numerical solution with the full moving boundary gave 1.007053. The remaining difference has the size expected of terms of order X_L². This comparison tests only the algebra: at such vacancy fractions the defect interactions discussed in section 10 can change k by much more than the moving boundary does.

**8. Worked example**

The parameters are round values for a model oxide: z = 2, T = 1300 K, D_v = 1.0×10⁻¹¹ m²/s and D_h = 1.0×10⁻⁷ m²/s. The outer vacancy fraction is X_L = 1.0×10⁻⁶. The oxygen pressure at the metal side is 10⁻⁶ of that at the gas side.

The chemical diffusivity is

D_chem = 3 × 10⁻¹¹ × 10⁻⁷/(10⁻⁷ + 2×10⁻¹¹) m²/s
= 2.9994×10⁻¹¹ m²/s,

or 2.9994×10⁻⁷ cm²/s. Finite hole mobility lowers the limiting factor 3 by 0.02 %.

For z = 2 the vacancy fraction varies as P^(1/6), so

X_0 = 10⁻⁶ × (10⁻⁶)^(1/6) = 1.0×10⁻⁷.

Then ΔX = 9.0×10⁻⁷ and

k = 2.9994×10⁻¹¹ × 9.0×10⁻⁷ m²/s = 2.699×10⁻¹⁷ m²/s.

After 1000 h, or 3.6×10⁶ s,

L = √(2 × 2.699×10⁻¹⁷ × 3.6×10⁶) m = 13.94 µm.

If D_v is used in place of D_chem, with the same boundary concentrations, k = 9.0×10⁻¹⁸ m²/s and L = 8.05 µm. The thickness ratio is 1.732, close to √3, because thickness varies as the square root of the rate constant. The moving-boundary correction to k is 7×10⁻⁷ in relative terms and can be ignored here.

These numbers describe a very pure oxide. At the metal side there are only 0.2 holes per million cation sites, about 10¹⁶ cm⁻³, so charged impurities and thermally created electrons must stay well below that level. One acceptor per million sites, at the same K and the same pressures, would lower X_0 to about 4×10⁻⁹ and the factor 1 + z²c/p at the metal side to 1.02; Wagner's integral then gives L = 9.35 µm instead of 13.94 µm. For an oxide of ordinary purity at such vacancy fractions, the doped form of section 4 is needed.

This comparison holds X_L and X_0 fixed. Changing z in a real oxide would also change the vacancy concentrations through mass action, so growth rates of different oxides cannot be compared by the factor 1 + z alone.

A tenfold increase of the outer pressure multiplies X_L by 10^(1/6) = 1.468. With the inner pressure fixed, the rate constant grows by

(1.468 − 0.100)/(1 − 0.100) = 1.520.

This exceeds 1.468 because k follows the difference X_L − X_0. A power law fitted to these two rates would have the exponent log₁₀ 1.520 = 0.182 instead of 1/6. The pure power is recovered when X_0 ≪ X_L.

**9. Electric potential across the scale**

The potential φ obeys φ′ = −E = −(k_B T/e)f. With f = g(ln c)′, integration from metal to gas gives

φ(L) − φ(0) = −(k_B T/e) g ln(c_L/c_0).

In the example k_B T/e = 0.1120 V, c_L/c_0 = 10 and g = 0.9997. The gas side is therefore lower by

0.1120 × 0.9997 × 2.303 V = 0.258 V.

The field points outward and drives the negative vacancies inward, along their diffusion flux. This is the internal potential difference within the oxide. Potential steps at the two interfaces are not included, so it is not the voltage between two metal contacts.

**10. Checks on neutrality and ideality**

The field itself requires a small net charge. With ε_s the static permittivity, Poisson's equation is

f′ = e²(p − zc)/(ε_s k_B T).

Define the gradient length b = c/|c′| and the screening length λ by

λ² = ε_s k_B T/[e²(z² + z)c].

In a linear profile f = gc′/c, so f′ = −g(c′/c)² = −g/b². The relative departure from neutrality is then

|p − zc|/(zc) = |g|ε_s k_B T/(e²zcb²) = |g|(1 + z)λ²/b².

With relative permittivity 20 and Ω = 2.0×10⁻²⁹ m³, λ is 20 nm at the gas side and 64 nm at the metal side. The metal side is the more demanding, because c is smallest there. Its gradient length after 1000 h is 1549 nm, and the departure is about 3 × (64.24/1549)² = 0.5 %. Since b grows with L, neutrality is worse in a young scale. When b is no longer much larger than λ, the full Poisson problem is needed, and the parabolic law derived here cannot be assumed. Space-charge layers caused by charged interfaces need the same treatment.

Interactions between the defects also limit the result. In the Debye–Hückel limiting law, a defect of charge se has the activity coefficient γ with

ln γ = −s²ℓ_B/(2λ), where ℓ_B = e²/(4πε_s k_B T).

For one vacancy and z holes the sum is −(z² + z)ℓ_B/(2λ). Because 1/λ varies as √c, its derivative with respect to ln c is half of this sum:

δ = −(z² + z)ℓ_B/(4λ).

The thermodynamic factor becomes 1 + z + δ. At the gas side δ = −0.047, so the ideal factor 3 is too high by roughly 1.6 %. This is an estimate for the thermodynamic factor alone; changes in the mobilities are not included.

The estimate grows as √c. At a vacancy fraction of 10⁻⁴ it would reach about 16 % of the ideal factor, too large for a limiting law to be trusted in detail. Vacancies may then also bind holes, which changes their mean charge and breaks the assumption of a single z. For such an oxide, the slope d ln a/d ln c should come from a defect model that includes binding and interactions, or from measured composition against oxygen pressure. Here c is the total vacancy concentration. If the vacancies remain the mobile ionic species, their charge states stay in local equilibrium and holes carry nearly all the current, (1 + z)D_v is replaced by that slope times the vacancy diffusivity averaged over the charge states, each weighted by its concentration. This average equals D_v only when all states are equally mobile.

The full set of computed values is given in the numerical output below.

Calculated quantities

```
Nernst-Planck-Poisson relaxation, diffusivities in units of Dv
z=1 Dh/Dv=1000: simulated 1.9972, formula 1.9980
z=2 Dh/Dv=1000: simulated 2.9929, formula 2.9940
z=3 Dh/Dv=1000: simulated 3.9866, formula 3.9880
z=2 Dh/Dv=5: simulated 2.1421, formula 2.1429
z=2 Dh/Dv=0.5: simulated 0.5998, formula 0.6000
z=2 Dh/Dv=1000, acceptors/vacancies=10: simulated 1.3325, formula 1.3329
Moving-boundary test: outer X=0.01, inner X=0.001
k/(D_chem delta X): full 1.007053, first order 1.007000
Worked example: inputs
vacancy charge magnitude z = 2
temperature = 1300 K
vacancy diffusivity = 1.000e-11 m^2/s
hole diffusivity = 1.000e-07 m^2/s
outer vacancy fraction = 1.000e-06
inner/outer oxygen pressure = 1.000e-06
volume per MO unit = 2.000e-29 m^3
relative permittivity = 20.0
growth time = 1000 h = 3.600e+06 s
Worked example: results
chemical diffusivity = 2.99940e-11 m^2/s
chemical/vacancy diffusivity = 2.99940
inner vacancy fraction = 1.0000e-07
rate constant k = 2.69946e-17 m^2/s
scale thickness = 13.941 micrometre
k without coupling = 9.00000e-18 m^2/s
thickness without coupling = 8.050 micrometre
thickness ratio = 1.7319
thermal voltage = 0.11203 V
diffusion potential magnitude = 0.2579 V
outer X factor for tenfold pressure = 1.4678
k factor for tenfold outer pressure, inner fixed = 1.5198
moving-boundary relative correction = 7.000e-07
outer screening length = 20.32 nm
inner screening length = 64.24 nm
inner gradient length = 1549.0 nm
Debye-Hueckel change of outer factor 1+z = -0.0475
same change relative to 1+z = -1.58 %
```
